# Rotation Invariants of Vectors: Dot Products, Triple Products and Their Relations, part 2

Which polynomial relations hold among the dot and triple products of vectors \(x_1,\dots,x_n\) in \(\mathbb R^3\)? Hidden relations leave the coefficients of a model undetermined, however much data there is. All polynomials have real coefficients, and lengths in numerical examples are in angstrom (Å). The basic invariants are

\[
s_{ij}=x_i\cdot x_j,\qquad t_{ijk}=x_i\cdot(x_j\times x_k). \tag{1}
\]

**Theorem 1.** Every O(3)-invariant polynomial is a polynomial in the \(s_{ij}\). Every SO(3)-invariant polynomial is a polynomial in the \(s_{ij}\) and \(t_{ijk}\), and it can be written with each term at most linear in the triple products.

Here O(3) contains rotations and reflections, and SO(3) the rotations alone. Products of triple products reduce by

\[
t_{ijk}\,t_{lmp}=\det\begin{pmatrix}s_{il}&s_{im}&s_{ip}\\ s_{jl}&s_{jm}&s_{jp}\\ s_{kl}&s_{km}&s_{kp}\end{pmatrix}. \tag{2}
\]

The proof used the operators

\[
D_{ij}f=\sum_a x_{ia}\frac{\partial f}{\partial x_{ja}}
=\frac{d}{dc}f(\dots,x_j+c\,x_i,\dots)\Big|_{c=0}, \tag{3}
\]

which obey the product rule and

\[
\begin{aligned}
D_{ij}s_{kl}&=\delta_{jk}s_{il}+\delta_{jl}s_{ki},\\
D_{ij}t_{klm}&=\delta_{jk}t_{ilm}+\delta_{jl}t_{kim}+\delta_{jm}t_{kli}.
\end{aligned} \tag{4}
\]

The positive definite inner product

\[
\langle p,q\rangle=p(\partial)\,q\,\big|_{x=0}, \tag{5}
\]

where \(p(\partial)\) is \(p\) with each \(x_{ia}\) replaced by \(\partial/\partial x_{ia}\), satisfies

\[
\langle D_{ij}p,q\rangle=\langle p,D_{ji}q\rangle. \tag{6}
\]

The multidegree \(m=(m_1,\dots,m_n)\) lists the degree in each vector, and \(\Delta_k\) is the Gram determinant (the determinant of the matrix of dot products) of the first \(k\) vectors.

The argument by contradiction ran as follows. Suppose that, in a fixed degree, all \(D_{ij}\) map a space of polynomials and a smaller subspace each into itself. By (6), they also map the elements orthogonal to the subspace among themselves. Among these, choose a nonzero \(f\) of definite multidegree, the largest in dictionary order. For \(i<j\), \(D_{ij}f\) would have a larger multidegree, so \(D_{ij}f=0\), and \(f\) is unchanged by \(x_j\to x_j+cx_i\).

### Four vectors in three dimensions

To speak of relations, we need variables that do not yet know of any. Let \(S_{ij}=S_{ji}\) be independent variables. A relation is a polynomial \(p(S)\) that vanishes when \(S_{ij}=x_i\cdot x_j\) is inserted, for all vectors in \(\mathbb R^3\). For two sets \(R,C\) of four labels each, define the minor

\[
M_{R,C}=\det(S_{rc})_{r\in R,\;c\in C}. \tag{12}
\]

When dot products are inserted, this \(4\times4\) matrix is the product of a \(4\times3\) and a \(3\times4\) matrix. Its rank is at most three, so \(M_{R,C}\) is a relation. For \(R=C\) it is the Gram determinant of four vectors, the squared volume of the body they would span if they were independent, and in three dimensions that volume is zero.

**Theorem 2.** Every relation among the dot products is a sum of terms \(h(S)\,M_{R,C}\) with polynomials \(h\).

For \(n\le3\) there are no relations, and for \(n=4\) the one minor generates all. From \(n=5\) on, Gram determinants of single quadruples do not suffice. The minor with \(R=\{1,2,3,4\}\), \(C=\{1,2,3,5\}\) has multidegree \((2,2,2,1,1)\), and it is not the zero polynomial, since it contains \(S_{11}S_{22}S_{33}S_{45}\) with coefficient 1. Every multiple of a minor with \(R=C\) has degree at least two in four different vectors, so no such multiple has this multidegree. The mixed minors are needed.

This concerns identities between polynomials. As a condition on a matrix of dot products of real vectors in any dimension, the minors with \(R=C\) are enough. If its rank exceeded three, four of the vectors would be independent, and their Gram determinant would be positive.

### Proof that the minors suffice

Let \(I\) be the set of all relations and \(J\) the set of all sums of terms \(hM_{R,C}\). We know that \(J\subseteq I\).

The variables \(S_{ij}\) can be realized as dot products of \(n\) vectors \(w_1,\dots,w_n\) in \(\mathbb R^n\). Every positive definite symmetric \(S\) arises in this way, with \(w_i\) the columns of \(S^{1/2}\). Such matrices fill an open set, so a polynomial in \(S\) that vanishes on all of them is zero. Polynomials in \(S\) may thus be identified with polynomials in the components of the \(w_i\). They inherit the inner product (5) and the operators \(D_{ij}\), and (6) holds, since its derivation did not depend on the dimension of space.

Both \(I\) and \(J\) are mapped into themselves by \(D_{ij}\). For \(I\), the rule \(D_{ij}S_{kl}=\delta_{jk}S_{il}+\delta_{jl}S_{ki}\) has the same form as (4), so acting with \(D_{ij}\) before or after inserting \(x_i\cdot x_j\) gives the same result. For \(J\), the product rule applied to a determinant gives

\[
D_{ij}M_{R,C}=M_{R(j\to i),\,C}+M_{R,\,C(j\to i)}, \tag{13}
\]

where a term is absent if \(j\) does not occur in the set, and vanishes if the replacement repeats a label.

Suppose \(I\ne J\). As before, in some degree there is a nonzero \(f\in I\), orthogonal to \(J\), with definite and largest multidegree \(m\). Again \(D_{ij}f=0\) for \(i<j\), so \(f\) is unchanged by \(w_j\to w_j+cw_i\). In terms of \(S\), one adds \(c\) times row \(i\) to row \(j\) and then does the same with the columns. This invariance is a polynomial identity in \(S\) and \(c\), hence valid for every symmetric \(S\).

If all \(\Delta_k\neq0\), such steps bring \(S\) to diagonal form, which is symmetric Gaussian elimination. They preserve each \(\Delta_k\), so the diagonal entries are \(\rho_k=\Delta_k/\Delta_{k-1}\) with \(\Delta_0=1\). On a diagonal matrix, the monomials that survive are products of powers of the \(S_{kk}\), and the multidegree admits a single one, \(\prod S_{kk}^{p_k}\) with \(2p_k=m_k\). Therefore

\[
f=c\prod_{k=1}^n\Big(\frac{\Delta_k}{\Delta_{k-1}}\Big)^{p_k}=c\prod_{k=1}^n\Delta_k^{a_k},\qquad a_k=p_k-p_{k+1},\quad p_{n+1}=0, \tag{14}
\]

with \(c\neq0\), since \(f\ne0\).

No \(a_k\) is negative. For \(k=n\) this is clear, as \(a_n=p_n\ge0\). For \(k<n\), move all negative powers to the side of \(f\), and insert the unit matrix with its block in rows and columns \(k,k+1\) replaced by \(\begin{pmatrix}0&1\\1&0\end{pmatrix}\). Then \(\Delta_k=0\), while \(\Delta_l=1\) for \(l<k\) and \(\Delta_l=-1\) for \(l>k\). If \(a_k<0\), the side with \(f\) vanishes and the other does not.

Now use \(f\in I\). For \(n\le3\), the vectors \(e_1,\dots,e_n\) have the unit matrix as matrix of dot products, where \(f=c\neq0\). That is impossible, so \(I\) is zero. For \(n\ge4\), the vectors \(e_1,e_2,e_3,0,\dots,0\) give \(\Delta_1=\Delta_2=\Delta_3=1\) and \(\Delta_k=0\) for \(k\ge4\). Since \(f\) must vanish there, some \(a_k\) with \(k\ge4\) is positive. Repeated expansion along rows writes that \(\Delta_k\) as a sum of multiples of \(4\times4\) minors. Hence \(f\in J\), while \(f\) is orthogonal to \(J\), so \(f=0\). This contradiction proves Theorem 2.

The extent of the redundancy can be counted by evaluating all monomials of a given multidegree at random integer vectors and finding the rank of the resulting table in arithmetic modulo a large prime. For eight vectors, each occurring once, there are 105 products of four dot products, of which 91 are independent. For five vectors, each occurring twice, there are 73 monomials and 62 are independent. Of the 11 relations, 5 come from minors with \(R=C\).

### Relations with triple products

For rotations alone, (2) is one family of relations. A second follows from the \(4\times4\) matrix whose columns belong to \(x_i,x_j,x_k,x_l\), with the dot products with a vector \(x_c\) in the top row and the three Cartesian components below. The top row is a combination of the others, so the determinant is zero. Expansion along the top row gives

\[
s_{ic}t_{jkl}-s_{jc}t_{ikl}+s_{kc}t_{ijl}-s_{lc}t_{ijk}=0. \tag{15}
\]

Solving for the first term and reordering labels, with a sign for each swap in \(t\), we obtain the exchange rule

\[
t_{jkl}s_{ic}=t_{ikl}s_{jc}+t_{jil}s_{kc}+t_{jki}s_{lc}: \tag{16}
\]

the label \(i\) takes the place of each label of the triple product in turn.

The rule simplifies equivariant vector models. Let \(F\) be a vector-valued polynomial with \(F(Qx_1,\dots,Qx_n)=QF(x_1,\dots,x_n)\) for all \(Q\) in O(3). For an auxiliary vector \(y\), the polynomial \(y\cdot F\) is invariant and linear in \(y\). By Theorem 1 it equals \(\sum_i(y\cdot x_i)p_i(s)\), and so \(F=\sum_ip_i(s)\,x_i\). If only rotations are required, terms \(q_{ij}(s)\,x_i\times x_j\) and \(t_{jkl}\,x_c\,q(s)\) also appear. With \(x_i\) in (16) replaced by \(y\), comparison of the factors of \(y\) gives

\[
t_{jkl}\,x_c=s_{jc}\,x_k\times x_l+s_{kc}\,x_l\times x_j+s_{lc}\,x_j\times x_k, \tag{17}
\]

so the last kind can be dropped.

**Theorem 3.** All relations among the \(s_{ij}\) and \(t_{ijk}\) follow from (2) and (15).

Let \(T_{ijk}\) be variables that are antisymmetric in their labels and otherwise free. Using (2), any relation reduces to \(p(S)+\sum_{i<j<k}T_{ijk}q_{ijk}(S)\). Inversion of all vectors changes the sign of the second part alone, so each part is a relation by itself.

The first part is a sum of multiples of minors, by Theorem 2. Expand \(M_{R,C}\) along its first row, with label \(r_1\). By (2), each \(3\times3\) minor is \(T_{r_2r_3r_4}\) times a triple product of column labels. The sum is \(T_{r_2r_3r_4}\) times the left side of (15) with \(c=r_1\), so it follows from (2) and (15).

For the second part, let \(\sum t_{ijk}q_{ijk}(s)=0\). Multiply by \(y_1\cdot(y_2\times y_3)\) with three auxiliary vectors. By (2) the result is a relation among dot products of \(n+3\) vectors, and Theorem 2 gives

\[
\sum_{i<j<k}\det\begin{pmatrix}S_{iy_1}&S_{iy_2}&S_{iy_3}\\S_{jy_1}&S_{jy_2}&S_{jy_3}\\S_{ky_1}&S_{ky_2}&S_{ky_3}\end{pmatrix}q_{ijk}(S)=\sum h\,M_{R,C}. \tag{18}
\]

The left side is linear in each \(y\), so we keep on the right the terms with this property, and take each \(h\) to be a monomial times a number. Define a linear map \(\varphi\) by \(S_{iy_1}S_{jy_2}S_{ky_3}\,q(S)\mapsto T_{ijk}\,q(S)\), with every monomial that contains a factor \(S_{yy'}\) of two auxiliary labels sent to zero. The six terms of the determinant in (18) each give \(T_{ijk}\), because the sign of the term cancels the sign from reordering the labels. The left side becomes \(6\sum T_{ijk}q_{ijk}\). It remains to show \(\varphi(hM_{R,C})\equiv0\), where \(\equiv\) means equality up to multiples of (15).

Since \(S\) is symmetric, we may assume that \(M_{R,C}\) has at least as many auxiliary labels among its columns as among its rows. As there are three in all, the rows contain none or one. If \(h\) contains a factor \(S_{yy'}\), the image is zero, so assume it does not.

*No auxiliary row label.* Let \(g\) of the columns be auxiliary, \(0\le g\le3\). The other \(3-g\) auxiliary labels sit in \(h\), where they are paired with fixed labels \(l\). Let \(\mathcal A\) denote the sum over permutations of the row labels \(i_1,\dots,i_4\), with signs. Up to sign and remaining factors of \(h\), the image is

\[
E_g=\mathcal A\; T_{i_1\dots i_g\,l_{g+1}\dots l_3}\,S_{i_{g+1}c_{g+1}}\cdots S_{i_4c_4}. \tag{19}
\]

Apply (16) to \(T\) and the first factor \(S\), with \(i_{g+1}\) as the moving label. When it replaces one of the \(g\) row labels in \(T\), the result is the original term with two row labels interchanged, which contributes \(-E_g\). When it replaces a fixed label \(l_b\), the result has \(g+1\) row labels in \(T\), so it is of the form \(\pm S_{l_bc_{g+1}}E_{g+1}\). Therefore

\[
(g+1)E_g\equiv\sum_b\pm S_{l_bc_{g+1}}E_{g+1}^{(b)},\qquad 4E_3\equiv0, \tag{20}
\]

where \(E_{g+1}^{(b)}\) lacks the fixed label \(l_b\). For \(g=3\) there is no fixed label, hence the second statement. Going down from \(g=3\), all \(E_g\equiv0\).

*One auxiliary row label.* The other row labels are \(i,j,k\). The auxiliary row must meet an ordinary column \(c\), since otherwise a factor \(S_{yy'}\) arises; thus \(c\) enters \(T\). Let \(\mathcal A\) now alternate over \(i,j,k\) and, separately, over the ordinary column labels. With two auxiliary columns, the image is proportional to \(W=\mathcal A\,T_{cij}S_{kc'}\). Moving \(k\) by (16) gives

\[
W\equiv\mathcal A\,T_{kij}S_{cc'}-2W,\qquad\text{so}\quad 3W\equiv0, \tag{21}
\]

because \(S_{cc'}\) is symmetric and alternation over \(c,c'\) removes it. With one auxiliary column, the image is proportional to \(V=\mathcal A\,T_{cil}S_{jc'}S_{kc''}\), where \(l\) comes from \(h\). Moving \(j\) gives

\[
V\equiv\mathcal A\,T_{jil}S_{cc'}S_{kc''}-V+\mathcal A\,T_{cij}S_{lc'}S_{kc''}. \tag{22}
\]

The first term vanishes by the symmetry of \(S_{cc'}\). The last is a sum of factors \(S_{lc'}\) times expressions of the form \(W\), so it is \(\equiv0\). Hence \(2V\equiv0\), and Theorem 3 is proved.

The smallest case has multidegree \((2,1,1,1)\). The four products \(t_{234}s_{11}\), \(t_{134}s_{12}\), \(t_{124}s_{13}\), \(t_{123}s_{14}\) obey the single relation (15) with \(c=1\), which leaves three independent invariants.

### A worked case: the two signs

Take, in angstrom,

\[
a=(1,0,0),\quad b=(1,2,0),\quad c=(0,1,3),\quad d=(1,-1,2).
\]

Suppose that all their dot products are known except \(s=c\cdot d\). The vanishing Gram determinant reads, with entries in Å\(^2\),

\[
\det\begin{pmatrix}1&1&0&1\\1&5&2&-1\\0&2&10&s\\1&-1&s&6\end{pmatrix}=-4s^2-8s+140=-4(s-5)(s+7)=0. \tag{23}
\]

The roots are \(s=5\) Å\(^2\) and \(s=-7\) Å\(^2\). The first is the true value, \(0-1+6\). The second belongs to \(c\) reflected in the plane of \(a\) and \(b\), \(c'=(0,1,-3)\), for which \(c'\cdot d=0-1-6\). The reflection keeps every other dot product. The known dot products already fix the distances of \(c\) and \(d\) from that plane, 3 Å and 2 Å, and the in-plane part of \(c\cdot d\), which is \(-1\) Å\(^2\). The relation adds that the components normal to the plane are parallel, so that \(s=-1\pm3\cdot2\), but not whether \(c\) and \(d\) lie on the same side.

Triple products settle the question. Writing \([abc]\) for \(a\cdot(b\times c)\), equation (2) gives

\[
[abc]\,[abd]=\det\begin{pmatrix}1&1&1\\1&5&-1\\0&2&s\end{pmatrix}=(5s+2)-s+2=4(s+1). \tag{24}
\]

This is \(24\) Å\(^6\) for \(s=5\) Å\(^2\) and \(-24\) Å\(^6\) for \(s=-7\) Å\(^2\). Here \([abc]=6\) Å\(^3\) and \([abd]=4\) Å\(^3\) have equal signs, which selects the first root. If all four vectors are reflected together, every dot product stays as it is and \([abc]\) becomes \(-6\) Å\(^3\). Its square, \(36\) Å\(^6\), is the Gram determinant of \(a,b,c\) and does not reveal the change.

With a fifth vector \(e=(2,1,1)\) Å, relation (15) becomes

\[
\begin{aligned}
&(a\cdot e)[bcd]-(b\cdot e)[acd]+(c\cdot e)[abd]-(d\cdot e)[abc]\\
&\quad=2\cdot11-4\cdot5+4\cdot4-3\cdot6=22-20+16-18=0\quad(\text{Å}^5).
\end{aligned}
\]

A model that gives each of these four products its own coefficient has one coefficient too many. Adding the same number to the four coefficients, with the signs \(+,-,+,-\), changes no prediction for any arrangement of the five vectors. More data cannot remove this freedom. One removes it by dropping one of the products, or by a further condition on the coefficients, such as the smallest sum of squares.
